# Trace water in a purge gas: collisions, supply and premature conversion

## A surface that does not react

Take a flat surface that water strikes and leaves unchanged. It stands in purge gas at total pressure $P=1$ torr and temperature $T=473$ K, with a water fraction $x=10^{-6}$. How many water molecules strike each square nanometre in $t=10$ s?

The water partial pressure is $p=xP=1.333\times10^{-4}$ Pa. For an ideal gas the water density is

$$n=\frac{p}{kT}=\frac{1.333\times10^{-4}\ \text{Pa}}{6.53\times10^{-21}\ \text{J}}=2.04\times10^{16}\ \text{m}^{-3}.$$

Let $v$ be the velocity component towards the surface. Its Maxwell distribution is $f(v)=\sqrt{m/(2\pi kT)}\,e^{-mv^2/(2kT)}$, with $m=2.991\times10^{-26}$ kg for water. Molecules with positive $v$ arrive at a rate $nv f(v)\,dv$ per area. Since $\int_0^\infty v e^{-mv^2/(2kT)}dv=kT/m$, the flux is

$$\Phi=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=nw,\qquad w=\sqrt{\frac{kT}{2\pi m}}=186\ \text{m/s}.$$

Thus $\Phi=p/\sqrt{2\pi mkT}=3.8$ per nm² per second, and ten seconds bring $\Phi t=38$ collisions per nm².

Atomic layer deposition separates two half-reactions by purging. After the metal-precursor pulse the surface carries ligands that water can remove. With a round density of $N=5$ such sites per nm², there are 7.6 collisions per site in the purge. This looks like enough water to convert the whole surface too early. Two questions decide whether it is: how often does a collision react, and how many different molecules make the collisions?

## Reaction without depletion

Let one water molecule convert one ligand site, and let $c$ be the converted fraction. A collision reacts with probability $s(1-c)$, where $s$ is the probability on a fresh surface and $1-c$ is the fraction of sites left. If reaction does not lower the water density in the gas,

$$N\frac{dc}{dt}=s(1-c)\Phi .$$

Separating variables and starting from $c=0$ gives

$$-\ln(1-c)=E,\qquad E=\frac{s\Phi t}{N},\qquad c=1-e^{-E}.$$

Suppose that 5 % conversion is the most we will accept. The required exposure is $E=-\ln0.95=0.0513$, so the necessary reaction probability is

$$s=\frac{0.0513}{7.61}=0.0067 .$$

A less reactive surface stays below 5 % even when the gas is undepleted. Thirty-eight collisions are therefore harmless or harmful according to $s$, which the collision count does not contain.

Conversion is a measure of lost separation, not directly of extra film. A converted site can take up another precursor molecule only if precursor is still present. If the precursor has gone, the impurity merely does, ahead of time, part of the work of the next water pulse. In the purge after a water pulse, this model has no ligand sites left to convert if that pulse was complete.

## The same molecules strike again

Now place a wafer of area $A=706.9$ cm², which is 300 mm in diameter, in a chamber with a gap $h=1$ cm above it. The gas flow is 1000 sccm, where a standard cubic centimetre is counted at 0 °C and 1 atm. This is a total flow $F=4.48\times10^{20}$ molecules per second, of which

$$xF=4.48\times10^{14}\ \text{s}^{-1}$$

are water. Over ten seconds the supply per wafer area is

$$\frac{xFt}{A}=\frac{4.478\times10^{15}}{7.069\times10^{16}\ \text{nm}^2}=0.063\ \text{per nm}^2 .$$

Only 0.063 new molecules per nm² enter, while 38 collisions per nm² occur on an unreactive wafer. The ratio is the mean number of strikes per molecule,

$$M=\frac{\Phi A}{xF}=601 .$$

A molecule rebounds and returns many times before the flow removes it. Both $\Phi$ and $xF$ are proportional to $x$, so $M$ does not depend on the impurity level.

Define the supply ratio

$$a=\frac{xFt}{AN}=\frac{0.06335}{5}=1.27\ \%.$$

Conservation of molecules limits the mean conversion of the wafer to $a$ plus the contribution of water already in the gas at the start. That initial water is $nh/N=0.004\ \%$ of the sites. No value of $s$ can defeat this limit as long as each water molecule converts only one site. If one molecule could remove two ligands, the limit would double to 2.5 %. It concerns the average over the wafer; the distribution across it is treated below.

## The balance that joins the two limits

Assume that the chamber is well mixed, isothermal and held at constant pressure, and that its other walls neither react with water nor release it. Let the actual water density be $gn$, where $n$ is the inlet density. With chamber volume $V=Ah$ for the wafer and volume flow $Q=F/(P/kT)$, the balance is

$$V\frac{dg}{dt}=Q(1-g)-s(1-c)wAg .$$

The first term is inflow minus outflow; the second is reaction. Since $nQ=xF$ and $\Phi=nw$,

$$\frac{swA}{Q}=\frac{s\Phi A}{xF}=sM\equiv K .$$

The residence time $\tau=V/Q$ is 32 ms, much shorter than the purge. With the diffusion coefficient used below, diffusion crosses the gap in about 2.5 ms but needs about 0.6 s to cross the wafer radius. Perfect mixing over the wafer is therefore an idealisation, which is relaxed in a later section. After the initial transient, we set $dg/dt$ to zero and find

$$g=\frac{1}{1+K(1-c)} .$$

On a fresh surface the captured fraction of incoming water is $Kg=K/(1+K)$. Substitution into $N\,dc/dt=s(1-c)\Phi g$ gives

$$\frac{1+K(1-c)}{1-c}\,dc=\frac{s\Phi}{N}\,dt .$$

The left side is $[1/(1-c)+K]\,dc$. Integration from $c=0$ yields

$$-\ln(1-c)+Kc=E. \tag{1}$$

The logarithm is the cost of finding unused sites, and $Kc$ is the cost of drawing water from a limited flow. The two parameters are linked by $E=Ka$.

The steady-gas step has its own first correction. On a fresh surface, $g$ relaxes from 1 to $1/(1+K)$ with time constant $\tau/(1+K)$. The time integral of its excess is therefore $[K/(1+K)]\,\tau/(1+K)$. Multiplying by $s\Phi/N$, and using $s\Phi\tau=KnV/A$, gives the added conversion

$$\delta c\simeq\frac{nV}{AN}\left(\frac{K}{1+K}\right)^2 .$$

This assumes that few sites react during the transient. For the wafer it is at most 0.004 percentage points, and it is neglected from here on.

## Plentiful gas: small K

Hold $E$ fixed and let $K$ be small. Write $c=c_0+Kc_1+\dots$ in equation (1). At zeroth order, $-\ln(1-c_0)=E$, which returns $c_0=1-e^{-E}$. At first order the derivative of the logarithm gives

$$\frac{c_1}{1-c_0}+c_0=0,\qquad c_1=-c_0(1-c_0).$$

Hence

$$c=1-e^{-E}-K e^{-E}(1-e^{-E})+O(K^2). \tag{2}$$

The correction is negative because reaction thins the gas. Relative to the leading term it is $-Ke^{-E}$: largest at small $E$, where the fresh surface draws most strongly on the gas, and vanishing at large $E$, where no sites remain.

A coupon of 1 cm² in the same chamber, among unreactive walls, belongs to this limit. Keep the flow and pressure fixed and take $s=0.01$. Then $E=0.0761$ and $K=0.0085$. The leading term is 7.33 %, and the correction is

$$-0.0085\times0.927\times0.0733=-0.0006 .$$

The sum is 7.27 %, the same to this precision as the numerical root of equation (1). The coupon exceeds the 5 % tolerance although the gas is no dirtier than before. Its small area leaves the supply almost untouched.

## Scarce gas: large K

For the reactive wafer, $K$ is large. Now hold the supply ratio $a<1$ fixed, put $E=Ka$ in equation (1), and divide by $K$:

$$c=a+\frac{\ln(1-c)}{K}.$$

Insert $c=a+c_1/K+c_2/K^2+\dots$. Expanding the logarithm about $1-a$ gives

$$\ln(1-c)=\ln(1-a)-\frac{c_1}{K(1-a)}+\dots .$$

Matching powers of $1/K$ gives $c_1=\ln(1-a)$ and $c_2=-c_1/(1-a)$. Therefore

$$c=a+\frac{\ln(1-a)}{K}-\frac{\ln(1-a)}{K^2(1-a)}+\dots . \tag{3}$$

The leading term contains no $s$: almost every incoming molecule reacts, and the flow alone sets the result. The first correction is negative because some molecules escape.

For $s=1$, $K=601$. The correction is $-0.01275/601=-2\times10^{-5}$, so $c=1.265\ \%$, against $a=1.267\ \%$. For $s=0.01$, $K=6.01$ is only moderately large. The first correction gives 1.05 %, the second raises this to 1.09 %, and the numerical root is 1.085 %. A hundredfold fall in $s$ has lowered the conversion by only about one seventh.

The ratio of the second correction to the first has magnitude $1/[K(1-a)]$. The expansion therefore requires $K(1-a)\gg1$ and fails near $a=1$, when the supplied water just equals the number of sites. There, set $1-c=\varepsilon$ and $E=K$ in equation (1). This gives $-\ln\varepsilon=K\varepsilon$. With $y=K\varepsilon$, it becomes $y=\ln K-\ln y$, so for large $K$ the leading estimate of the unreacted fraction is $\ln K/K$, not zero. The estimate improves only slowly with $K$: at $K=601$ the unreacted fraction from equation (1) still lies about 25 % below it.

Beyond this point the last sites disappear exponentially. Equation (1) can be written as

$$1-c=e^{K-E}e^{-K(1-c)}\simeq e^{K-E}\left(1-Ke^{K-E}\right),$$

provided $Ke^{K-E}\ll1$. In our chamber the supply reaches one molecule per site only after $10\ \text{s}/0.01267\simeq790$ s. The ten-second purge lies far from this regime.

## Small conversion at any K

The case of practical interest has small $c$, whatever the value of $K$. Use $-\ln(1-c)=c+c^2/2+\dots$ in equation (1):

$$(1+K)c+\frac{c^2}{2}=E+O(c^3).$$

The leading solution is $E/(1+K)$. Let the correction be $\delta$. At the next order, $(1+K)\delta=-\tfrac12[E/(1+K)]^2$, so

$$c=\frac{E}{1+K}-\frac{E^2}{2(1+K)^3}+\dots,\qquad \frac{E}{1+K}\ll1. \tag{4}$$

Since $E=s\Phi t/N$ and $K/E=1/a$, the leading term is also

$$\frac1c\simeq\frac{N}{s\Phi t}+\frac{AN}{xFt}.$$

The reaction and the supply act in series, and the slower one governs. At this order both $s\Phi t/N$ and $xFt/(AN)$ must exceed the tolerated conversion for a threat to exist. This is necessary but not sufficient, because the series result is smaller than either quantity.

For the wafer with $s=10^{-4}$, $E=7.61\times10^{-4}$ and $K=0.060$. The conversion is $7.61\times10^{-4}/1.060=0.072\ \%$. For $s=0.01$, the leading term is $0.0761/7.007=1.086\ \%$, and the correction of $-0.0008$ percentage points brings it to 1.085 %. Equation (4) is thus a better choice than equation (3) at this moderate $K$.

The supply limit is proportional to $x$. With the wafer, flow and purge time unchanged, it reaches 5 % at

$$x=\frac{5}{1.267}\ \text{ppm}=3.9\ \text{ppm}.$$

Even then the mean conversion approaches 5 % only if nearly all the water is captured.

## Diffusion and uneven conversion

Perfect mixing ignores the time needed to cross the gas. Suppose that a film of thickness $h$ separates inlet-density gas from the surface, and let $D$ be the diffusion coefficient. If the surface density is $gn$, steady diffusion balances reaction:

$$\frac{Dn(1-g)}{h}=s(1-c)wgn .$$

Solving for $g$ gives $g=1/[1+K_D(1-c)]$, with $K_D=swh/D$. This is the earlier expression with a new constant, so equations (1) and (4) apply again.

Take a rough $D=400$ cm²/s, a 1 cm film and $s=0.01$. Then $K_D=0.466$, and equation (4) gives

$$c=\frac{0.0761}{1.466}-\frac{0.0761^2}{2(1.466)^3}=5.1\ \%.$$

The film alone lowers the coupon result from 7.3 % to about 5 %. Diffusion from the sides, absent from this one-dimensional estimate, should make the resistance smaller as long as the flow keeps renewing the gas around the coupon, as it does at the stated flow. The coupon is therefore near or above the tolerance, not securely below it.

The same film over the whole wafer acts in series with the supply, because both carry the same water current. In the mixed-chamber result, $K+K_D$ then replaces $K$ in the expression for the surface density. At $s=1$ this lowers the captured fraction on a fresh wafer from 99.8 % to about 93 %, and the conversion from 1.27 % to about 1.17 %. A film as thick as the whole gap leaves no room for a mixed volume, so these figures are only a rough estimate of the effect of diffusion. The supply limit itself is unchanged.

For gas flowing across the wafer, position matters as well. With perfect mixing across the gap and no diffusion along the flow, the loss over a strip of fresh surface $dA'$ is $Q\,dg=-swg\,dA'$. Integration gives the outlet ratio $g=e^{-K}$ and captured fraction $1-e^{-K}$. This exceeds the mixed-chamber value $K/(1+K)$, because $e^K>1+K$ for $K>0$.

To include diffusion, the steady flow and diffusion equation was solved by finite volumes for a square wafer of the same area, with uniform gas speed, an unreactive upper wall and fresh sites throughout. The captured fractions are:

| $s$ | mixed chamber | cross-flow |
|---|---:|---:|
| 0.0001 | 5.7 % | 5.8 % |
| 0.01 | 86 % | 99 % |
| 1 | 99.8 % | 100 % |

The flow pattern can change the capture noticeably, but not the total supply. It can also concentrate the damage. In the simple cross-flow solution, $g$ falls by a factor $e$ over a fraction $1/K$ of the wafer length. For $s=0.01$ this is one sixth of the length. In that solution the gas at the inlet edge is undepleted, and local conversion there reaches 7.3 %, although the wafer mean is below 1.3 %. Diffusion across the gap and along the flow lowers this edge value somewhat. For larger $s$ the edge can be affected more strongly. A safe mean therefore does not prove that every part of the wafer is safe.

## What this means for a real chamber

The pressure, temperature, wafer size and flow are rough values for a single-wafer chamber in which an oxide is grown by thermal atomic layer deposition with water. At fixed pressure, temperature and flow, a shorter purge or drier gas lowers the collision count and the water supply in the same proportion. The site density and diffusion coefficient are round values, and $s$ was varied because it depends on the surface chemistry. At $s$ near 1, reaction also disturbs the Maxwell distribution near the wafer, but this cannot raise the mean above the supply limit.

The least secure assumption is that the walls release no water. If 0.2 m² of wall releases 0.022 molecules per nm² during the purge, it equals the whole impurity supply. A release of 0.05 per nm², one hundredth of our site density, would add 2.2 times that supply. If all this water could reach the wafer, the limit on its mean conversion would rise from 1.3 % to about 4 %. Reactive walls would act in the other direction by consuming water. Under the stated flow, clean walls and 1 ppm of water, the count of 38 collisions does not by itself threaten the average separation on a wafer. It can do so on a small reactive coupon, and near the inlet edge of a wafer in cross-flow, but only if $s$ exceeds about 0.007. At $s=10^{-4}$ even undepleted gas converts less than 0.1 % of the sites, so the value of $s$ for the actual surface decides whether either threat is real.

Numbers in the example were calculated in double precision.
